# Hartree potential and energy of a periodic charge density

Consider a crystal with cell vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, cell volume $\Omega$ and lattice vectors $\mathbf R$. The reciprocal vectors are $\mathbf G=m_1\mathbf b_1+m_2\mathbf b_2+m_3\mathbf b_3$ with integer $m_j$ and $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. Hence $e^{i\mathbf G\cdot\mathbf R}=1$, and each plane wave $e^{i\mathbf G\cdot\mathbf r}$ has the period of the lattice. A periodic function is written as

$$f(\mathbf r)=\sum_{\mathbf G}f(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\qquad
f(\mathbf G)=\frac1\Omega\int_\Omega f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

The second formula follows from the first by orthogonality. With $\mathbf r=\sum_j s_j\mathbf a_j$ and $0\le s_j<1$, we have $\mathbf G\cdot\mathbf r=2\pi\sum_j m_js_j$, so

$$\int_\Omega e^{i\mathbf G\cdot\mathbf r}\,d^3r=\Omega\prod_{j=1}^3\int_0^1e^{2\pi i m_js_j}\,ds_j=\Omega\,\delta_{\mathbf G,0},$$

because each factor is 1 for $m_j=0$ and 0 otherwise. The coefficient $f(0)$ is the cell average of $f$. If $f$ is real, complex conjugation of the integral gives $f(-\mathbf G)=f(\mathbf G)^*$.

Hartree atomic units are used. Let $\rho(\mathbf r)$ be a real, periodic, square-integrable charge density in units of $e$ per cubic bohr. Its electrostatic potential obeys the Poisson equation

$$\nabla^2V(\mathbf r)=-4\pi\rho(\mathbf r),$$

and we look for a solution with the period of the lattice. If $\rho$ is instead read as the number density of electrons, $V$ is the potential energy of an electron in their repulsive field. Both signs of the charge are then reversed, and the energy, which is quadratic in charge, is the same.

To turn the differential equation into algebra, multiply it by $e^{-i\mathbf G\cdot\mathbf r}/\Omega$ and integrate over the cell. On the left, integrate by parts twice. The boundary terms cancel, since the integrands are periodic and opposite faces have opposite outward normals. Both derivatives now act on the plane wave, and $\nabla^2e^{-i\mathbf G\cdot\mathbf r}=-G^2e^{-i\mathbf G\cdot\mathbf r}$. Thus

$$-G^2V(\mathbf G)=-4\pi\rho(\mathbf G),\qquad\text{or}\qquad G^2V(\mathbf G)=4\pi\rho(\mathbf G)\quad\text{for every }\mathbf G. \tag{1}$$

For $\mathbf G\ne0$, each Fourier component of the potential is fixed by the same component of the density alone.

At $\mathbf G=0$ the left side of (1) vanishes whatever $V(0)$ may be. If $Q$ is the total charge in the cell, then $\rho(0)=Q/\Omega$, and the equation reads

$$0=4\pi\rho(0)=\frac{4\pi Q}{\Omega}.$$

A periodic solution therefore requires $Q=0$. The physical reason is Gauss's law. The integral of $\nabla^2V$ over the cell is the flux of $\nabla V$ out of it, and for a periodic potential the flux leaving through one face enters through the opposite one. The net flux is zero, so the enclosed charge must be zero.

Neutrality is also sufficient. When $\rho(0)=0$, the equation at $\mathbf G=0$ is satisfied, and for the other vectors we may divide by $G^2$:

$$\boxed{V(\mathbf G)=\frac{4\pi\rho(\mathbf G)}{G^2}\quad(\mathbf G\ne0),\qquad V(0)\ \text{arbitrary}.} \tag{2}$$

It remains to see that these coefficients define a function. The Cauchy–Schwarz inequality gives

$$\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|}{G^2}\le\Big(\sum_{\mathbf G}|\rho(\mathbf G)|^2\Big)^{1/2}\Big(\sum_{\mathbf G\ne0}\frac1{G^4}\Big)^{1/2}.$$

The first factor is finite because, by orthogonality, $\sum_{\mathbf G}|\rho(\mathbf G)|^2=\Omega^{-1}\int_\Omega\rho^2\,d^3r$. In the second, the number of reciprocal vectors in a thin shell at large $G$ is proportional to $G^2\,dG$, so the sum behaves as $\int G^{-2}dG$ and converges. The series for $V$ thus converges absolutely. The coefficients of its Laplacian, $-G^2V(\mathbf G)=-4\pi\rho(\mathbf G)$, are those of the required right side, so the Poisson equation holds in the mean-square sense, and pointwise when $\rho$ is smooth. The difference $D$ of two solutions satisfies $G^2D(\mathbf G)=0$, which leaves $D(0)$ as its one possible coefficient. The solution is unique up to a constant, and we choose $V(0)=0$.

For a charged cell one can ask how nearly the equation can be satisfied. The coefficients of the error $\nabla^2V+4\pi\rho$ are $-G^2V(\mathbf G)+4\pi\rho(\mathbf G)$, and its mean square over the cell is the sum of their squared moduli. The choice (2) removes every term except $\mathbf G=0$, which no choice of $V$ can alter. The smallest root-mean-square error is therefore $4\pi|\rho(0)|=4\pi|Q|/\Omega$. This can be seen without any Fourier series by replacing the Laplacian with nearest-neighbour second differences on a periodic $8\times8\times8$ grid. With 512 grid values the matrix has rank 511, since it annihilates constants and nothing else. For one unit of charge in a cell of 1000 bohr³, the best error found by least squares is 0.01257 hartree/bohr², in agreement with $4\pi/1000$. Once the mean density is subtracted, the error falls to rounding level.

The electrostatic energy per cell is

$$E=\frac12\int_\Omega\rho(\mathbf r)V(\mathbf r)\,d^3r .$$

The factor $\tfrac12$ is needed because $\int\rho V$ counts the interaction of each pair of charge elements twice. Insert both series and integrate, using orthogonality:

$$\int_\Omega\rho V\,d^3r=\sum_{\mathbf G,\mathbf G'}\rho(\mathbf G')V(\mathbf G)\int_\Omega e^{i(\mathbf G+\mathbf G')\cdot\mathbf r}\,d^3r
=\Omega\sum_{\mathbf G}\rho(-\mathbf G)V(\mathbf G).$$

The integral has selected $\mathbf G'=-\mathbf G$. Since $\rho$ is real, $\rho(-\mathbf G)=\rho(\mathbf G)^*$, and

$$E=\frac\Omega2\sum_{\mathbf G}\rho(\mathbf G)^*V(\mathbf G).$$

The term $\mathbf G=0$ is $\tfrac12\Omega\rho(0)V(0)$, which vanishes by neutrality. The arbitrary constant in the potential thus has no effect on the energy. In the other terms (2) gives $\tfrac12\Omega\cdot4\pi|\rho(\mathbf G)|^2/G^2$, so that

$$\boxed{E=2\pi\Omega\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2}.} \tag{3}$$

No term is negative. The factor $1/G^2$ means that, for equal amplitude, a density wave of long wavelength costs more energy than one of short wavelength: it separates positive and negative charge over a greater distance.

The "square of the density" in (3) is a squared modulus. If the whole density is displaced by $\mathbf t$, its coefficients become $\rho(\mathbf G)e^{-i\mathbf G\cdot\mathbf t}$. The modulus is unchanged, as the energy of a displaced crystal must be, whereas $\rho(\mathbf G)^2$ acquires the factor $e^{-2i\mathbf G\cdot\mathbf t}$. The two agree when $\rho(-\mathbf r)=\rho(\mathbf r)$, for then all coefficients are real. In general, the inverted density $\rho(-\mathbf r)$ has coefficients $\rho(-\mathbf G)=\rho(\mathbf G)^*$. Putting it in place of $\rho$ in $\tfrac12\int\rho V$ gives $2\pi\Omega\sum\rho(\mathbf G)^2/G^2$. The sum without the modulus is thus half the interaction of the density with its own inverted image. Take a skew cell with vectors $(8,0,0)$, $(1.5,7.5,0)$, $(-1,2,9)$ bohr holding two neutral groups of concentric Gaussian clouds: charges $+1$ and $-1$ of widths 0.8 and 1.2 bohr at fractional position $(0.10,0.20,0.30)$, and charges $+2$ and $-2$ of widths 0.9 and 1.3 bohr at $(0.55,0.60,0.80)$. There (3) gives 0.13726 hartree, while the sum without the modulus gives −0.01156 hartree, which is wrong even in sign.

In a plane-wave calculation the Hartree energy is evaluated for the electron number density $n(\mathbf r)$ alone, and this is not neutral. With $N$ electrons per cell, $n(0)=N/\Omega$. Omitting $\mathbf G=0$ amounts to replacing $n$ by

$$\rho(\mathbf r)=n(\mathbf r)-\frac N\Omega ,$$

since a constant has no coefficient other than the one at $\mathbf G=0$. Formula (3) with $n(\mathbf G)$ is therefore the energy of the electrons together with a uniform background of opposite charge. It contains the repulsion of the electrons, their attraction to the background, and the repulsion of the background with itself. Each of these parts, per cell, grows without bound with the size of the crystal; only their sum is finite.

Without the background there is no finite answer. The energy of the central cell in a block of linear size $H$, counted as half its repulsion with all the cells of the block, is roughly $(N^2/2\Omega)\int d^3R/R$, which grows as $H^2$. For one electron per cubic cell of side 10 bohr, the direct sum gives 34.56 hartree for the central cell of a block 17 cells wide and 129.76 hartree for one 33 cells wide. The ratio is 3.755, close to $(33/17)^2=3.768$.

In a neutral crystal the background cancels from the total. Let the positive ions be represented by a smooth number density $n_+(\mathbf r)$ of unit charges, with the same total $N$ per cell. The numerator in (3) is then

$$|n(\mathbf G)-n_+(\mathbf G)|^2=|n(\mathbf G)|^2+|n_+(\mathbf G)|^2-2\,\mathrm{Re}\,[n(\mathbf G)^*n_+(\mathbf G)].$$

The three terms give the electron–electron, ion–ion and electron–ion energies of the smooth densities. The ion–ion term includes the self-energy of each smeared ion and so depends on the smearing: for one Gaussian ion per cubic cell of side 10 bohr it is 0.14651 hartree at width 1 bohr and 0.79902 hartree at width 0.3 bohr, whereas point ions in the same background, without self-energy, give −0.14186 hartree. At $\mathbf G=0$ the numerators are $N^2/\Omega^2$, $N^2/\Omega^2$ and $-2N^2/\Omega^2$, whose sum is zero. One may leave out $\mathbf G=0$ in all three energies, but not in one of them alone.

On a computer the density is known at $M$ points $\mathbf r_j$ of a uniform grid in the cell. Each point represents a volume $\Omega/M$, so the coefficient integral becomes

$$\rho(\mathbf G)\approx\frac1M\sum_{j=1}^M\rho(\mathbf r_j)\,e^{-i\mathbf G\cdot\mathbf r_j},$$

which is a discrete Fourier transform divided by $M$. Multiplication by $4\pi/G^2$, with the zero component set to zero, gives $V(\mathbf G)$, and the inverse transform gives $V(\mathbf r_j)$. With $m$ points along a cell edge, two plane waves whose integer index along that edge differs by $m$ have the same values at all grid points. Components too fine for the grid are therefore added to coarser ones. The grid coefficients are accurate when the density has negligible components beyond the range of the grid. If the orbitals contain plane waves up to $|\mathbf G|=G_{\max}$, the products $\psi^*\psi$ contain differences of two such vectors, so the density extends to $2G_{\max}$ and the grid must hold that larger range.

As an example, take one electron in a Gaussian cloud of width $\sigma=1$ bohr, centred at $\mathbf c=(3,4,5)$ bohr in a cubic cell of side $L=10$ bohr, with a uniform background. The density is the sum over $\mathbf R$ of $g(\mathbf r-\mathbf c-\mathbf R)$, where $g(\mathbf u)=(2\pi\sigma^2)^{-3/2}e^{-u^2/2\sigma^2}$. Because $e^{-i\mathbf G\cdot\mathbf R}=1$, the cell integral of this sum equals the integral of one cloud over all space:

$$n(\mathbf G)=\frac{e^{-i\mathbf G\cdot\mathbf c}}\Omega\int g(\mathbf u)\,e^{-i\mathbf G\cdot\mathbf u}\,d^3u .$$

The integral is a product of three one-dimensional ones. In each, completing the square gives

$$-\frac{x^2}{2\sigma^2}-ikx=-\frac{(x+i\sigma^2k)^2}{2\sigma^2}-\frac{\sigma^2k^2}2 .$$

The shifted Gaussian has the same integral as the unshifted one, since the integrand is analytic and decays at both ends of the strip between the two paths. The normalization cancels it, and

$$n(\mathbf G)=\frac1\Omega\,e^{-\sigma^2G^2/2}\,e^{-i\mathbf G\cdot\mathbf c}.$$

The six shortest nonzero vectors have $G=2\pi/10=0.62832$ bohr⁻¹ and $G^2=0.39478$ bohr⁻². Hence

$$|n(\mathbf G)|=\frac{e^{-0.19739}}{1000}=8.2087\times10^{-4}\ \text{bohr}^{-3},$$

$$|V(\mathbf G)|=\frac{4\pi\times8.2087\times10^{-4}}{0.39478}=0.02613\ \text{hartree}.$$

Their contribution to the energy is

$$6\times2\pi\times1000\times\frac{(8.2087\times10^{-4})^2}{0.39478}=0.06435\ \text{hartree}.$$

The position of the cloud appears in the phases. For $\mathbf G$ along $+x$ the phase is $-0.62832\times3=-1.885$, and $n(\mathbf G)=(-2.537-7.807i)\times10^{-4}$ bohr⁻³. The energy does not depend on it.

The next shell has 12 vectors with $G=0.88858$ bohr⁻¹ and adds 0.04336 hartree. The third has 8 vectors with $G=1.08828$ bohr⁻¹ and adds 0.01298 hartree. These three shells sum to 0.12069 hartree, about 82% of the full result

$$E=0.14651\ \text{hartree}=3.987\ \text{eV}.$$

The limit of a large cell shows how this number is related to a single cloud in empty space. As $\Omega\to\infty$ the reciprocal vectors become dense, with one vector per volume $(2\pi)^3/\Omega$, and the sum becomes an integral:

$$E\to2\pi\Omega\cdot\frac1{\Omega^2}\cdot\frac\Omega{(2\pi)^3}\int_0^\infty\frac{e^{-\sigma^2G^2}}{G^2}\,4\pi G^2\,dG
=\frac1\pi\cdot\frac{\sqrt\pi}{2\sigma}=\frac1{2\sqrt\pi\,\sigma}.$$

For $\sigma=1$ bohr this is 0.28209 hartree, the self-energy of the isolated cloud. The energy in the 10 bohr cell is about half as large. The difference comes from the background and the periodic copies, so a Hartree energy from such a cell cannot be read as that of an isolated system. The difference falls only as $1/L$, approaching $-1.419/L$ hartree with $L$ in bohr; at $L=80$ bohr the energy is 0.26437 hartree, still 6% below the isolated value. For a point charge, $\sigma\to0$, the coefficients no longer decay, the terms of (3) summed over shells behave as $\int dG$, and the energy diverges. This is the infinite self-energy of a point charge, and it lies outside the assumption of a square-integrable density.

Equation (3) was derived from a periodic potential, and one may ask whether it equals the sum of Coulomb interactions in a large crystal. Let each cell hold neutral, spherically symmetric units, such as two concentric Gaussian clouds of opposite charge. By Gauss's law the field of such a unit at a given distance depends on the charge enclosed, which tends to zero as fast as the Gaussian tails. The sum of the potentials of all units then converges absolutely. It is periodic and satisfies the Poisson equation, so by uniqueness it differs from (2) by a constant at most, and neutrality removes the constant from the energy. In the skew cell, direct summation gives a potential higher than the Fourier one by 0.02979 hartree/$e$ at each of the five points examined, and the same energy, 0.13726 hartree. The single electron can be checked in the same way by giving each cloud a concentric partner of charge −1 and width $L$. The partners' coefficients at $\mathbf G\neq0$ carry a factor of at most $e^{-L^2G^2/2}=e^{-2\pi^2}$, below $10^{-8}$, so together they form a practically uniform background. The direct sum again gives 0.14651 hartree.

If the repeated unit has a dipole moment $\mathbf p$, the Coulomb sum depends on the outer shape of the crystal. Let a cubic lattice be summed in growing cubes around a central cell. The averaged charge inside the block is zero, but its polarization $\mathbf P=\mathbf p/\Omega$ leaves a surface charge $\mathbf P\cdot\hat{\mathbf n}$ per unit area, where $\hat{\mathbf n}$ is the outward normal. This produces at the centre the field

$$\mathcal E_i=-\sum_jL_{ij}P_j,\qquad L_{ij}=\oint\frac{r_i\,\hat n_j}{r^3}\,dS .$$

The trace of $L$ is $\oint\mathbf r\cdot\hat{\mathbf n}\,r^{-3}dS=4\pi$, the full solid angle. By the symmetry of the cube $L_{ij}$ is a multiple of $\delta_{ij}$, so it is $(4\pi/3)\delta_{ij}$ and $\boldsymbol{\mathcal E}=-4\pi\mathbf P/3$. The block's size drops out, and over the central cell the field is uniform in the limit of a large block. It adds $-\boldsymbol{\mathcal E}\cdot\mathbf r$ to the potential and

$$-\frac12\,\boldsymbol{\mathcal E}\cdot\mathbf p=\frac{2\pi p^2}{3\Omega}$$

to the energy of the central cell. The periodic potential has no such term: the cell average of $\nabla V$ is zero, so (3) describes a crystal without an average internal field. For two Gaussian clouds of charge $\pm1$ and width 1 bohr, 2 bohr apart, so that $p=2$ $e\,$bohr, in the cubic cell of side 10 bohr, (3) gives 0.13396 hartree and the direct sum 0.14234 hartree. The difference, 0.00838 hartree, agrees with $2\pi p^2/(3\Omega)$.

## Computed values

```
ONE ELECTRON, CUBIC CELL, UNIFORM BACKGROUND
cell side = 10.0 bohr, volume = 1000.0 bohr^3
cloud width = 1.0 bohr, centre = [3. 4. 5.] bohr
grid points per side = 31
rho(G=0) = 0.001000 bohr^-3
shell 1: 6 vectors, |G| = 0.628319 bohr^-1
  |rho(G)| = 8.208687e-04 bohr^-3
  |V(G)| = 2.612906e-02 hartree
  shell energy = 0.064346, running sum = 0.064346 hartree
shell 2: 12 vectors, |G| = 0.888577 bohr^-1
  |rho(G)| = 6.738255e-04 bohr^-3
  |V(G)| = 1.072427e-02 hartree
  shell energy = 0.043358, running sum = 0.107703 hartree
shell 3: 8 vectors, |G| = 1.088280 bohr^-1
  |rho(G)| = 5.531222e-04 bohr^-3
  |V(G)| = 5.868809e-03 hartree
  shell energy = 0.012985, running sum = 0.120688 hartree
rho(G) for G along +x, first shell = -2.536624e-04-7.806925e-04j bohr^-3
energy, full G sum = 0.14651310 hartree = 3.98682 eV
energy, half integral of rho V = 0.14651310 hartree
energy, direct Coulomb sum = 0.14651310 hartree
self-energy of isolated cloud = 0.28209479 hartree
SOLVABILITY (finite differences) AND BARE COULOMB SUM
unknowns = 512, rank of periodic Laplacian = 511
best rms residual, charged cell = 0.012566 hartree/bohr^2
4 pi Q / Omega = 0.012566 hartree/bohr^2
best rms residual, neutral cell = 2.3e-15 hartree/bohr^2
bare sum, 9 cells per edge = 9.8057 hartree per cell
bare sum, 17 cells per edge = 34.5585 hartree per cell
bare sum, 33 cells per edge = 129.7616 hartree per cell
growth 17 to 33 cells = 3.7548, size ratio squared = 3.7682
SKEW CELL, TWO NEUTRAL UNITS
volume = 540.0 bohr^3
V difference of two points, Fourier = 0.21170486 hartree/e
V difference of two points, direct  = 0.21170486 hartree/e
constant offset direct - Fourier = 0.02978695 hartree/e
spread of offset over 5 points = 1.7e-14 hartree/e
energy with |rho(G)|^2 = 0.13725826 hartree
energy, direct Coulomb sum = 0.13725826 hartree
wrong value with rho(G)^2 = -0.01156160 hartree
NEUTRAL CUBIC CELL WITH A DIPOLE
dipole = 2.0 e bohr, cell side = 10.0 bohr
energy, G sum = 0.133960 hartree
energy, direct sum in cubes = 0.142337 hartree
difference = 0.008378 hartree
2 pi p^2 / (3 Omega) = 0.008378 hartree
```
